# Orthogonalized plane waves and the Phillips-Kleinman cancellation in silicon: a program that tests the result

```python
# Result under test: orthogonalized plane waves (OPWs) give the valence levels from
#   det[(K^2/2 - E) delta + V(K-K') + sum_c (E-E_c) <K|c><c|K'>] = 0,
# and the last (Phillips-Kleinman) term cancels much of V between low-K waves.
# K = k+G: wave vectors; V: crystal potential; c, E_c: core states and energies;
# u = r*R(r): radial functions; P: projector on the core. Atomic units inside.
# System: muffin-tin silicon from a local-exchange atom, diamond structure.
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigvalsh, solve
from scipy.special import eval_legendre, roots_jacobi, spherical_jn

EV = physical_constants['Hartree energy in eV'][0]
ANG = physical_constants['Bohr radius'][0] * 1e10
Z = 14
lattice_angstrom = 5.43
a = lattice_angstrom / ANG
omega_atom = a**3 / 8
R_mt = np.sqrt(3) * a / 8
unit = 2 * np.pi / a


def radial_grid(n, rmax, scale):
    """Lobatto nodes mapped to [0, rmax]: radii, weights, kinetic matrix."""
    x = np.concatenate(([-1.0], np.sort(roots_jacobi(n - 1, 1, 1)[0]), [1.0]))
    p = eval_legendre(n, x)
    w = 2 / (n * (n + 1) * p**2)
    beta = 2 * scale / rmax
    r = scale * (1 + x) / (1 + beta - x)
    dr = scale * (2 + beta) / (1 + beta - x)**2
    D = p[:, None] / p[None, :] / (x[:, None] - x[None, :] + np.eye(n + 1))
    np.fill_diagonal(D, 0.0)
    D[0, 0], D[-1, -1] = -n * (n + 1) / 4, n * (n + 1) / 4
    kinetic = 0.5 * D.T @ ((w / dr)[:, None] * D)
    return r, w * dr, kinetic


def bound_states(r, W, kinetic, v, l):
    """Radial eigenstates vanishing at both ends; arrays hold interior nodes."""
    s = 1 / np.sqrt(W)
    h = s[:, None] * kinetic * s[None, :] + np.diag(v + l * (l + 1) / (2 * r**2))
    energies, vectors = eigh(h)
    return energies, vectors * s[:, None]


def interior(grid):
    r, W, kinetic = grid
    return r[1:-1], W[1:-1], kinetic[1:-1, 1:-1]


# Self-consistent spherical atom, 1s2 2s2 2p6 3s2 3p2, local exchange.
atom_rmax = 25.0
ra, Wa, Ka = interior(radial_grid(160, atom_rmax, 1.5))


def hartree(n_radial, charge):
    return solve(Ka, 0.5 * Wa * n_radial / ra) / ra + charge / atom_rmax


exact_hartree = 1 / ra - (1 + 1 / ra) * np.exp(-2 * ra)
assert np.max(abs(hartree(4 * ra**2 * np.exp(-2 * ra), 1) - exact_hartree)) < 1e-6

v_atom = -(1 + (Z - 1) * np.exp(-1.5 * ra)) / ra
for iteration in range(400):
    es, us = bound_states(ra, Wa, Ka, v_atom, 0)
    ep, up = bound_states(ra, Wa, Ka, v_atom, 1)
    n_radial = 2 * (us[:, :3]**2).sum(axis=1) + 6 * up[:, 0]**2 + 2 * up[:, 1]**2
    density = n_radial / (4 * np.pi * ra**2)
    v_new = -Z / ra + hartree(n_radial, Z) - (3 * density / np.pi)**(1 / 3)
    change = np.max(abs(ra * (v_new - v_atom)))
    v_atom = v_atom + 0.4 * (v_new - v_atom)
    if change < 1e-8:
        break
assert change < 1e-8

rv = CubicSpline(np.concatenate(([0.0], ra)), np.concatenate(([-Z], ra * v_atom)))
v_edge = float(rv(R_mt)) / R_mt


def v_mt(r):
    return np.where(r < R_mt, rv(r) / r - v_edge, 0.0)


# Core states of one muffin-tin well, after a hydrogenic check of the solver.
rc, Wc, Kc = interior(radial_grid(200, 12.0, 0.6))
assert abs(bound_states(rc, Wc, Kc, -Z / rc, 0)[0][0] + Z**2 / 2) < 1e-5
assert abs(bound_states(rc, Wc, Kc, -Z / rc, 1)[0][0] + Z**2 / 8) < 1e-5
vc = v_mt(rc)
e0, u0 = bound_states(rc, Wc, Kc, vc, 0)
e1, u1 = bound_states(rc, Wc, Kc, vc, 1)
core = [('1s', e0[0], 0, u0[:, 0]), ('2s', e0[1], 0, u0[:, 1]),
        ('2p', e1[0], 1, u1[:, 0])]
leak = float(np.sum((Wc * core[2][3]**2)[rc > R_mt]))
assert leak < 5e-3


def projection(u, l, k, potential=1.0):
    return (u * rc * Wc * potential) @ spherical_jn(l, np.multiply.outer(rc, k))


# Fourier transform of one well, divided by the volume per atom.
xg, wg = np.polynomial.legendre.leggauss(300)
rg, wg = R_mt * (xg + 1) / 2, wg * R_mt / 2
vg = v_mt(rg)


def bare(q):
    kernel = spherical_jn(0, np.multiply.outer(q, rg))
    return 4 * np.pi / omega_atom * (kernel @ (wg * rg**2 * vg))


def reciprocal_vectors(cut):
    m = int(np.sqrt(cut)) + 1
    g = np.array([(i, j, k) for i in range(-m, m + 1) for j in range(-m, m + 1)
                  for k in range(-m, m + 1) if i % 2 == j % 2 == k % 2])
    return g[(g**2).sum(axis=1) <= cut]


def geometry(G):
    """Squared differences, two-atom structure factor, lengths, cosines."""
    d = G[:, None, :] - G[None, :, :]
    length = np.sqrt((G**2).sum(axis=1))
    safe = np.maximum(length, 1e-9)
    cosine = np.clip((G @ G.T) / np.outer(safe, safe), -1, 1)
    return (d**2).sum(axis=2), np.cos(np.pi / 4 * d.sum(axis=2)), unit * length, cosine


cutoffs = (12, 40, 100)
bare_table = bare(unit * np.sqrt(np.arange(4 * max(cutoffs) + 1)))


def gamma_levels(cut):
    q2, structure, K, cosine = geometry(reciprocal_vectors(cut))
    H = np.diag(K**2 / 2) + structure * bare_table[q2]
    S = np.eye(len(K))
    plain = eigvalsh(H)
    for _, energy, l, u in core:
        I = projection(u, l, K)
        overlap = (structure * 4 * np.pi * (2 * l + 1) / omega_atom
                   * (cosine if l else 1.0) * np.outer(I, I))
        H = H - energy * overlap
        S = S - overlap
    return len(K), eigvalsh(H, S), plain, eigvalsh(S)[0]


results = [gamma_levels(cut) for cut in cutoffs]
for coarse, fine in zip(results[:-1], results[1:]):
    assert fine[1][0] <= coarse[1][0] + 1e-8
    assert fine[3] <= coarse[3] + 1e-8
levels, plain = results[-1][1], results[-1][2]
E_low, E_ref = levels[0], levels[1]
degeneracy = int(np.sum(abs(levels - E_ref) < 1e-4))
assert plain[10] - E_low > 0.1 / EV

# Independent levels: augmented plane waves with radial logarithmic derivatives.
rs, Ws, Ks = radial_grid(60, R_mt, 0.5)
rs, Ws, Ks = rs[1:], Ws[1:], Ks[1:, 1:]
vs = v_mt(rs)


def log_derivative(l, energy):
    A = Ks + np.diag(Ws * (vs + l * (l + 1) / (2 * rs**2) - energy))
    inner = solve(A[:-1, :-1], -A[:-1, -1])
    return 2 * (A[-1, -1] + A[-1, :-1] @ inner) - 1 / R_mt


G_apw = reciprocal_vectors(40)
q2, structure, K, cosine = geometry(G_apw)
q = unit * np.sqrt(np.maximum(q2, 1e-8))
sphere = 4 * np.pi * R_mt**2 * spherical_jn(1, q * R_mt) / q
outside = np.eye(len(K)) - structure * sphere / omega_atom
kinetic_outside = 0.5 * unit**2 * (G_apw @ G_apw.T) * outside
surface = []
for l in range(15):
    j = spherical_jn(l, K * R_mt)
    surface.append(structure * 2 * np.pi * R_mt**2 / omega_atom * (2 * l + 1)
                   * eval_legendre(l, cosine) * np.outer(j, j))


def negative_count(energy):
    M = kinetic_outside - energy * outside
    for l, block in enumerate(surface):
        M = M + log_derivative(l, energy) * block
    return int(np.sum(eigvalsh(M) < 0))


def apw_level(guess):
    low, high = guess - 0.03, guess + 0.03
    start = negative_count(low)
    assert negative_count(high) > start
    for _ in range(16):
        middle = (low + high) / 2
        if negative_count(middle) > start:
            high = middle
        else:
            low = middle
    return (low + high) / 2


apw = [apw_level(E_low), apw_level(E_ref)]
assert abs(apw[0] - E_low) < 0.1 / EV
assert abs(apw[1] - E_ref) < 0.1 / EV


def repulsion(k1, k2, cosine, energy):
    """Phillips-Kleinman form factor, one entry per core shell."""
    return np.array([(energy - e) * 4 * np.pi * (2 * l + 1) / omega_atom
                     * (cosine if l else 1.0) * projection(u, l, k1)
                     * projection(u, l, k2) for _, e, l, u in core])


def repulsion_parts(k1, k2, cosine, energy):
    """The same element as -<K|PV|K'> and (E-K'^2/2)<K|P|K'>."""
    potential_part = offshell_part = 0.0
    for _, _, l, u in core:
        f = (4 * np.pi * (2 * l + 1) / omega_atom * (cosine if l else 1.0)
             * projection(u, l, k1))
        potential_part -= f * projection(u, l, k2, vc)
        offshell_part += (energy - k2**2 / 2) * f * projection(u, l, k2)
    return potential_part, offshell_part


rows = []
for name, g2 in (('111', 3), ('220', 8), ('311', 11)):
    g = unit * np.sqrt(g2)
    V = float(bare(g))
    for label, k1, k2, c in (('0,G', 0.0, g, 1.0), ('-G/2,G/2', g / 2, g / 2, -1.0)):
        shells = repulsion(k1, k2, c, E_ref)
        parts = repulsion_parts(k1, k2, c, E_ref)
        assert abs(sum(parts) - shells.sum()) < 1e-5
        assert abs(V + shells.sum()) < 0.5 * abs(V)
        rows.append((name, label, V, shells, parts))

g111 = unit * np.sqrt(3)
V111 = float(bare(g111))
high_repulsion = repulsion(8 * g111, 9 * g111, 1.0, E_ref).sum()
assert abs(high_repulsion) < 0.2 * abs(V111)
low_energy_sum = V111 + repulsion(0.0, g111, 1.0, E_low).sum()

norm_V = 4 * np.pi * np.sum(wg * rg**2 * vg**2)
removed = sum(4 * np.pi * projection(u, l, 0.0, vc)**2
              for _, _, l, u in core if l == 0) / norm_V
assert 0.5 < removed < 1

print(f"lattice constant (chosen): {lattice_angstrom:.2f} angstrom")
print(f"muffin-tin radius: {R_mt * ANG:.4f} angstrom")
print(f"volume per atom: {omega_atom * ANG**3:.3f} angstrom^3")
print(f"atomic potential at sphere edge: {v_edge * EV:.3f} eV")
for name, energy, _, _ in core:
    print(f"core level {name}, interstitial zero: {energy * EV:.2f} eV")
print(f"2p norm outside its sphere: {leak:.2e} (no unit)")
for cut, (count, lev, pl, smin) in zip(cutoffs, results):
    print(f"cutoff |G|: {unit * np.sqrt(cut) / ANG:.3f} 1/angstrom, waves: {count}")
    print(f"  OPW Gamma levels 1, 2: {lev[0] * EV:.3f}, {lev[1] * EV:.3f} eV")
    print(f"  plain-wave level 11: {pl[10] * EV:.3f} eV")
    print(f"  smallest OPW overlap eigenvalue: {smin:.4f} (no unit)")
print(f"degeneracy of second Gamma level: {degeneracy}")
print(f"APW Gamma levels 1, 2: {apw[0] * EV:.3f}, {apw[1] * EV:.3f} eV")
print(f"APW basis size: {len(K)} waves")
print(f"reference E in repulsion: {E_ref * EV:.3f} eV")
print("form factors per atom; multiply by structure factor cos(G.tau)")
for name, label, V, shells, parts in rows:
    total = shells.sum()
    print(f"G={name}, K,K'={label}: V={V * EV:.3f}, V_R={total * EV:.3f}, "
          f"sum={(V + total) * EV:.3f} eV")
    if name == '111':
        print("  V_R from 1s, 2s, 2p: "
              + ", ".join(f"{x * EV:.3f}" for x in shells) + " eV")
        print(f"  V_R as -PV part, off-shell part: {parts[0] * EV:.3f}, "
              f"{parts[1] * EV:.3f} eV")
for name, g2 in (('111', 3), ('220', 8), ('311', 11)):
    print(f"|G| for {name}: {unit * np.sqrt(g2) / ANG:.3f} 1/angstrom")
print(f"structure factor cos(G.tau) for 111: {np.cos(3 * np.pi / 4):.4f} (no unit)")
main_sum = rows[0][2] + rows[0][3].sum()
print(f"111 sum for K=0, K'=G: {main_sum:.5f} hartree")
print(f"same sum with E at first Gamma level: {low_energy_sum * EV:.3f} eV")
print(f"V_R for K=8G, K'=9G, G=111: {high_repulsion * EV:.3f} eV")
print(f"fraction of |V|^2 norm removed by core, K=0: {removed:.4f} (no unit)")
print("every check passed")
```

Running it gives:

```
lattice constant (chosen): 5.43 angstrom
muffin-tin radius: 1.1756 angstrom
volume per atom: 20.013 angstrom^3
atomic potential at sphere edge: -15.378 eV
core level 1s, interstitial zero: -1756.28 eV
core level 2s, interstitial zero: -121.14 eV
core level 2p, interstitial zero: -78.68 eV
2p norm outside its sphere: 1.84e-04 (no unit)
cutoff |G|: 4.008 1/angstrom, waves: 59
  OPW Gamma levels 1, 2: -2.149, 11.774 eV
  plain-wave level 11: 16.894 eV
  smallest OPW overlap eigenvalue: 0.4048 (no unit)
cutoff |G|: 7.318 1/angstrom, waves: 283
  OPW Gamma levels 1, 2: -2.180, 11.292 eV
  plain-wave level 11: 12.621 eV
  smallest OPW overlap eigenvalue: 0.0684 (no unit)
cutoff |G|: 11.571 1/angstrom, waves: 1067
  OPW Gamma levels 1, 2: -2.194, 11.261 eV
  plain-wave level 11: 7.523 eV
  smallest OPW overlap eigenvalue: 0.0033 (no unit)
degeneracy of second Gamma level: 3
APW Gamma levels 1, 2: -2.198, 11.251 eV
APW basis size: 283 waves
reference E in repulsion: 11.261 eV
form factors per atom; multiply by structure factor cos(G.tau)
G=111, K,K'=0,G: V=-7.339, V_R=6.840, sum=-0.499 eV
  V_R from 1s, 2s, 2p: 1.133, 5.707, 0.000 eV
  V_R as -PV part, off-shell part: 7.016, -0.177 eV
G=111, K,K'=-G/2,G/2: V=-7.339, V_R=6.993, sum=-0.346 eV
  V_R from 1s, 2s, 2p: 1.141, 6.305, -0.453 eV
  V_R as -PV part, off-shell part: 6.672, 0.321 eV
G=220, K,K'=0,G: V=-5.214, V_R=5.278, sum=0.064 eV
G=220, K,K'=-G/2,G/2: V=-5.214, V_R=5.453, sum=0.239 eV
G=311, K,K'=0,G: V=-4.313, V_R=4.593, sum=0.280 eV
G=311, K,K'=-G/2,G/2: V=-4.313, V_R=4.715, sum=0.402 eV
|G| for 111: 2.004 1/angstrom
|G| for 220: 3.273 1/angstrom
|G| for 311: 3.838 1/angstrom
structure factor cos(G.tau) for 111: -0.7071 (no unit)
111 sum for K=0, K'=G: -0.01835 hartree
same sum with E at first Gamma level: -1.088 eV
V_R for K=8G, K'=9G, G=111: 0.254 eV
fraction of |V|^2 norm removed by core, K=0: 0.9343 (no unit)
every check passed
```
